\section*{Zero-bias diode detector: square-law responsivity and its high-frequency roll-off}

\section*{Question}

I am trying to understand a diode used as a microwave detector without any dc bias. The junction obeys
\[
I(V)=I_s\left[\exp\!\left(\frac{qV}{nkT}\right)-1\right],
\]
and the microwave signal puts $V=V_1\cos\omega t$ across it. If I linearize the diode law, the average current is zero. If I keep the quadratic term, I do get a dc current, but it is proportional to $I_s$ and to $V_1^2$. Yet I am told that the responsivity at 300 K is about 19 A/W for every ideal diode. Where does $I_s$ go?

My second problem is the frequency dependence. The real diode has a series resistance $R_s$, followed by the junction in parallel with its capacitance $C$. A capacitor carries no dc current and dissipates nothing, so why should it reduce the dc current per absorbed watt? My numbers are $T=300$ K, $n=1.1$, $I_s=5\ \mu$A, $R_s=20\ \Omega$ and $C=20$ fF. What should I expect at 10 GHz, and up to what power?

\section*{Answer}

For the bare junction, the saturation current disappears when you divide by the absorbed power, because that power is proportional to $I_s$ too. The capacitance matters because its current has to pass through $R_s$ and heats it.

Some conventions first. $V_1$ is a peak amplitude, angle brackets denote an average over one period, and $n$ is constant. The conduction current follows the voltage instantaneously. The dc output is short-circuited. ``Power'' means ac power absorbed by the diode, including $R_s$. If the source is mismatched and only a fraction of its available power is absorbed, the responsivity per available watt is the value found here multiplied by that fraction.

\subsection*{The bare junction}

Define the thermal voltage scale and the reduced amplitude,
\[
V_n=\frac{nkT}{q},\qquad x=\frac{V_1}{V_n}.
\]
For $x\ll1$, expand the exponential to second order. The constant 1 cancels, leaving
\begin{equation}
I\approx \frac{I_s}{V_n}V+\frac{I_s}{2V_n^2}V^2
=\frac{V}{R_j}+\frac{I_s}{2V_n^2}V^2,
\qquad R_j=\frac{V_n}{I_s}=\frac{nkT}{qI_s}.
\end{equation}
The slope at zero bias defines the junction resistance $R_j$. The curvature does the rectifying. Since $\langle\cos\omega t\rangle=0$ and $\langle\cos^2\omega t\rangle=1/2$,
\begin{equation}
I_{\rm dc}=\frac{I_s}{2V_n^2}\,\frac{V_1^2}{2}=\frac{I_s x^2}{4}.
\label{idc}
\end{equation}
This is the result you already had. Now find the absorbed power to the same order:
\begin{equation}
P=\langle VI\rangle
=\frac{V_1^2}{R_j}\langle\cos^2\omega t\rangle
+\frac{I_sV_1^3}{2V_n^2}\langle\cos^3\omega t\rangle
=\frac{V_1^2}{2R_j}=\frac{I_sV_nx^2}{2}.
\label{pj}
\end{equation}
The cubic average vanishes because $\cos^3\omega t$ changes sign after half a period. The last form uses $V_1=xV_n$ and $1/R_j=I_s/V_n$. Dividing (\ref{idc}) by (\ref{pj}) gives
\begin{equation}
\beta_0=\frac{I_{\rm dc}}{P}
=\frac{I_sx^2/4}{I_sV_nx^2/2}
=\frac{1}{2V_n}=\frac{q}{2nkT}.
\label{beta0}
\end{equation}

Both $I_s$ and the signal amplitude have cancelled. For a general smooth current--voltage curve the same calculation gives $I''(0)/[2I'(0)]$: curvature produces the dc current, and slope sets the power cost. For the exponential law, $I_s$ multiplies both derivatives, and their ratio is $1/V_n$.

At 300 K, $kT/q=25.852$ mV. For $n=1$,
\[
\beta_0=\frac{1}{2(0.025852\ \mathrm V)}=19.34\ \mathrm{A/W},
\]
where $1/\mathrm V$ and A/W are the same unit. Your diode has $V_n=28.437$ mV and hence $\beta_0=17.58$ A/W. The figure of 19 A/W therefore belongs to $n=1$, small signals and negligible parasitics.

\subsection*{Where the ac power goes}

Now include $R_s$ and $C$. Let $V_1$ still be the amplitude across the junction itself. The conduction current is in phase with this voltage and the capacitive current is $90^\circ$ ahead, so the total current through $R_s$ has squared amplitude
\[
|I_1|^2=V_1^2\left(\frac{1}{R_j^2}+\omega^2C^2\right).
\]
The power in $R_j$ is $P_j=V_1^2/(2R_j)$, and that in $R_s$ is $P_s=R_s|I_1|^2/2$. Their ratio is
\[
\frac{P_s}{P_j}=R_sR_j\left(\frac{1}{R_j^2}+\omega^2C^2\right)
=\frac{R_s}{R_j}+\omega^2C^2R_sR_j .
\]
The junction therefore receives the share
\begin{equation}
\frac{P_j}{P_j+P_s}
=\frac{1}{1+r+\omega^2C^2R_sR_j},\qquad r=\frac{R_s}{R_j}.
\label{share}
\end{equation}

This answers your objection. The capacitor itself absorbs no average power, but its current grows with frequency and deposits heat in $R_s$. That heat is counted in the absorbed power and contributes nothing to rectification.

\subsection*{Where the dc current goes}

The series resistance acts a second time, at dc. Let $i_0$ be the dc current in the external short. Flowing through $R_s$, it shifts the mean junction voltage to $V_0=-R_si_0$. This shift is of second order in the signal, so its effect on the mean current can be taken from the linear term of the diode law:
\[
i_0=\frac{I_sx^2}{4}+\frac{V_0}{R_j}
=\frac{I_sx^2}{4}-r\,i_0 .
\]
Moving the last term to the left gives
\begin{equation}
i_0=\frac{1}{1+r}\,\frac{I_sx^2}{4}.
\label{dcdivision}
\end{equation}
Part of the rectified current returns through the junction instead of reaching the short. If you add a dc load $R_L$ that is bypassed for the microwave signal, replace $R_s$ by $R_s+R_L$ in this dc step, but not in (\ref{share}).

\subsection*{The complete roll-off}

By (\ref{beta0}), $I_sx^2/4=\beta_0P_j$. Combining this with (\ref{share}) and (\ref{dcdivision}),
\[
\beta(f)=\frac{i_0}{P_j+P_s}
=\frac{\beta_0}{(1+r)(1+r+\omega^2C^2R_sR_j)} .
\]
Take a factor $1+r$ out of the second bracket:
\begin{equation}
\beta(f)=\frac{\beta_0}{(1+r)^2\left[1+(f/f_c)^2\right]},
\qquad
f_c=\frac{\sqrt{1+r}}{2\pi C\sqrt{R_sR_j}} .
\label{rolloff}
\end{equation}
The definition of $f_c$ follows from setting $\omega^2C^2R_sR_j/(1+r)=(f/f_c)^2$ with $\omega=2\pi f$. At $f_c$ the responsivity is half its low-frequency value.

Three limits help in reading this formula.

\begin{itemize}
\item For $R_s\to0$, $f_c\to\infty$ and $\beta\to\beta_0$. Capacitance alone causes no roll-off per absorbed watt. In the full nonlinear calculation at 100 GHz, removing $R_s$ restores 17.58 A/W. Capacitance can still make it harder to get power into the diode, but that is a matching loss.
\item For $f\ll f_c$, only $(1+r)^{-2}$ remains: one factor from the division of ac power, one from the division of dc current.
\item For $f\gg f_c$ and $r\ll1$,
\[
\beta\approx\frac{\beta_0}{\omega^2C^2R_sR_j}
=\frac{1}{2V_n}\,\frac{I_s}{V_n\,\omega^2C^2R_s}
=\frac{I_s}{2V_n^2\omega^2C^2R_s}.
\]
The response falls as $1/f^2$, and $I_s$ no longer cancels. At fixed $C$ and $R_s$, a larger $I_s$ now helps, because it lowers $R_j$ and lets conduction compete better with the capacitive current. The proportionality to $I_s$ lasts only while both conditions hold: lowering $R_j$ raises $f_c$, so it ends once $f_c$ approaches $f$, which can happen while $r$ is still small. A larger $I_s$ can still help beyond that point, though less than in proportion, until the losses from the growing $r$ outweigh the gain.
\end{itemize}

A real junction capacitance depends on voltage. Could that produce a dc current as well? The capacitive current is $dQ/dt$, and in the steady state $Q$ is periodic, so $\langle dQ/dt\rangle=0$. The nonlinear capacitance does generate a second-harmonic voltage of second order, but the linear conductance turns this into a current with zero mean. Equation (\ref{rolloff}) therefore survives at this order, with $C$ taken at zero bias.

\subsection*{Your diode}

The junction resistance is
\[
R_j=\frac{28.437\ \mathrm{mV}}{5\ \mu\mathrm A}=5687\ \Omega,
\qquad r=\frac{20}{5687}=0.00352 .
\]
The dc delivery factor is $1/(1+r)=0.9965$, so series resistance hardly matters at low frequency. The cutoff is
\[
f_c=\frac{\sqrt{1.00352}}
{2\pi(20\times10^{-15}\ \mathrm F)\sqrt{(20\ \Omega)(5687\ \Omega)}}
=23.6\ \mathrm{GHz}.
\]
At 10 GHz the capacitive loss term $\omega^2C^2R_sR_j$ is 0.1796, and the junction receives
\[
\frac{1}{1+0.0035+0.1796}=0.845
\]
of the absorbed power. Hence
\[
\beta(10\ \mathrm{GHz})=17.58\times0.8452\times0.9965
=14.8\ \mathrm{A/W}.
\]
The formula gives 17.4 A/W at 1 GHz, 8.73 A/W at $f_c$ and 0.92 A/W at 100 GHz. A periodic solution of the full nonlinear circuit, with a voltage-dependent capacitance and a small drive, agrees at all four frequencies to within 0.001 A/W.

With such a small $r$, these values say little about the factor $(1+r)^2$. Raising $R_s$ to $3000\ \Omega$ makes $r=0.53$. The factor $(1+r)^{-2}$ alone then lowers the low-frequency value to about 7.5 A/W. The cutoff also drops, to about 2.4 GHz, so at 1 GHz the factor $1+(f/f_c)^2\approx1.18$ reduces it further; the formula and the full circuit both give 6.41 A/W.

\subsection*{How much power is allowed?}

For the bare junction, continue the averages to fourth order. The cubic term of the exponential contributes to the power and the quartic term to the mean current, each through $\langle\cos^4\omega t\rangle=3/8$:
\begin{align}
I_{\rm dc}&=I_s\left(\frac{x^2}{4}+\frac{x^4}{24}\,\frac38\right)
=\frac{I_sx^2}{4}\left(1+\frac{x^2}{16}\right),\\
P&=I_sV_n\left(\frac{x^2}{2}+\frac{x^4}{6}\,\frac38\right)
=\frac{I_sV_nx^2}{2}\left(1+\frac{x^2}{8}\right).
\end{align}
Dividing and keeping terms up to $x^2$ in the correction,
\begin{equation}
\frac{I_{\rm dc}}{P}\approx\beta_0\left(1+\frac{x^2}{16}-\frac{x^2}{8}\right)
=\beta_0\left(1-\frac{x^2}{16}\right).
\end{equation}
The current does grow slightly faster than $V_1^2$, but the absorbed power grows faster still, so the responsivity drops. The coefficient $1/16$ assumes a purely sinusoidal junction voltage, that is, harmonics short-circuited by the source. If the harmonics instead see an open circuit, a second-harmonic voltage $-(x^2/4)V_n\cos2\omega t$ appears and cancels this leading correction. The full-circuit figures below are for an ideal voltage source; at 10 GHz they change by less than half a percentage point when the harmonic termination is varied from short to open.

With 10 nW absorbed by the bare junction, the full diode law gives $x=0.372$, an amplitude of 10.6 mV. The predicted loss is $0.372^2/16=0.0086$, or 0.86\% of the square-law current. The full calculation gives the same shortfall: 174.3 nA instead of 175.8 nA.

At 1 $\mu$W, $x=2.586$ and the expansion is no longer justified. The square law predicts 17.6 $\mu$A, while the full law gives 12.6 $\mu$A, a shortfall of 28.5\% of the square-law value. The leading correction would have predicted $2.586^2/16=0.42$, so it is not a usable repair at this level.

For the complete diode at 10 GHz with 10 nW absorbed, the square law predicts
\[
i_0=(14.81\ \mathrm{A/W})(10\ \mathrm{nW})=148\ \mathrm{nA},
\]
and the full nonlinear circuit gives 147 nA. You can therefore use the square law there with an error of about half a percent within this circuit model. As the absorbed power rises, the square law increasingly overestimates the current: by about 1\% of its own prediction near 20 nW, 5\% near 0.11 $\mu$W and 10\% near 0.27 $\mu$W. At a microwatt the error is about 22\%, so there you should solve the whole circuit, including $R_s$ and $C$, with the full exponential law.

\section*{Computed values}
\begin{verbatim}
temperature: 300 K
ideality factor: 1.1
saturation current: 5.0 uA
series resistance: 20 ohm
capacitance: 20 fF
kT/q: 25.852 mV
nkT/q: 28.437 mV
beta0 for n = 1: 19.34 A/W
beta0 for n = 1.1: 17.58 A/W
junction resistance: 5687 ohm
Rs/Rj: 0.00352
dc delivery factor: 0.99650
capacitive loss term at 10 GHz: 0.1796
junction power share at 10 GHz: 0.8452
cutoff, formula: 23.64 GHz
cutoff, full circuit: 23.64 GHz
responsivity: frequency, formula, full circuit
  1.00 GHz: 17.428, 17.428 A/W
  10.00 GHz: 14.809, 14.809 A/W
  23.64 GHz: 8.730, 8.730 A/W
  100.00 GHz: 0.924, 0.924 A/W
Rs = 3000 ohm, 1 GHz, formula: 6.406 A/W
Rs = 3000 ohm, 1 GHz, full: 6.406 A/W
Rs = 0, 100 GHz, full: 17.582 A/W
constant C, 100 GHz, full: 0.924 A/W
departure coefficient: 0.06246
1/16: 0.06250
10 nW at 10 GHz, square law: 148.1 nA
10 nW at 10 GHz, full circuit: 147.3 nA
bare junction, absorbed power: 10 nW
  reduced amplitude x: 0.372
  voltage amplitude: 10.57 mV
  square-law current: 175.8 nA
  full-law current: 174.3 nA
  shortfall: 0.86 percent
bare junction, absorbed power: 1000 nW
  reduced amplitude x: 2.586
  voltage amplitude: 73.53 mV
  square-law current: 17582.6 nA
  full-law current: 12570.7 nA
  shortfall: 28.50 percent
\end{verbatim}
